# Deuteration and the tunnelling splitting of ammonia in a double-well model

## Problem

The nitrogen atom of ammonia can pass through the plane of the three hydrogen atoms, which turns the pyramid inside out. Let $x$ be the signed distance of N from that plane. Model the inversion by

$$H=-B\frac{d^2}{dx^2}+V(x),\qquad V(x)=V_0\left(\frac{x^2}{x_0^2}-1\right)^2,\qquad B=\frac{\hbar^2}{2\mu}.$$

The minima lie at $x=\pm x_0$ and the barrier between them has height $V_0$. Energies are given as wavenumbers in cm$^{-1}$, lengths in Å and masses in u, so $B$ has the unit cm$^{-1}$ Å$^2$. The levels are $E_0<E_1<E_2<\dots$, and $\Delta=E_1-E_0$ is the ground-state tunnelling splitting.

Two rough spectroscopic values for NH$_3$ fix the potential: $\Delta=0.8$ cm$^{-1}$, and a distance of 950 cm$^{-1}$ between the centres of the two lowest doublets.

(a) Find the mass $\mu$ for NH$_3$ and ND$_3$, and estimate by scaling how much full deuteration reduces $\Delta$.

(b) Fit $V_0$ and $x_0$ on a grid, change the mass, and show that $\Delta$ falls by more than a factor of ten.

(c) Explain the difference between the estimate and the grid result, and decide whether the conclusion survives the main simplifications of the model.

## First estimate by scaling

**The mass.** Let the three H atoms, each of mass $m$, move together along the axis, and let N have mass $M$. With the centre of mass at rest, $MX_N+3mX_H=0$. Since $x=X_N-X_H$,

$$X_N=\frac{3m}{3m+M}x,\qquad X_H=-\frac{M}{3m+M}x .$$

The kinetic energy is

$$T=\frac12\,\frac{M(3m)^2+3mM^2}{(3m+M)^2}\,\dot x^2=\frac12\mu\dot x^2,\qquad \mu=\frac{3mM}{3m+M}.$$

For $m=1.00783$ u and $M=14.003$ u this gives $\mu_H=2.4866$ u. For deuterium, $m=2.01410$ u gives $\mu_D=4.2210$ u. The ratio is $\rho=\mu_D/\mu_H=1.6975$, with $\sqrt\rho=1.3029$. It is less than two because the nitrogen atom also moves.

In the Born–Oppenheimer approximation the electronic energy does not depend on the nuclear masses. Both molecules therefore have the same $V(x)$, and deuteration changes $\mu$ alone.

**The splitting.** Under the barrier the wavefunction decays at a local rate of about $\sqrt{2\mu V}/\hbar$. Crossing from one minimum to the other costs a factor $e^{-S}$ with

$$S=\frac1\hbar\int_{-x_0}^{x_0}\sqrt{2\mu V}\,dx\propto\sqrt\mu .$$

The natural energy scale is the vibrational quantum $\hbar\omega\propto1/\sqrt\mu$. With every numerical prefactor set to one, $\Delta\sim\hbar\omega\,e^{-S}$. Taking 950 cm$^{-1}$ for the quantum gives

$$S\approx\ln\frac{950}{0.8}=7.08 .$$

Deuteration multiplies $S$ by $\sqrt\rho$ and divides $\hbar\omega$ by $\sqrt\rho$, so

$$\frac{\Delta_H}{\Delta_D}\approx\sqrt\rho\;e^{S(\sqrt\rho-1)}=1.303\times e^{7.08\times0.3029}\approx11 .$$

This lies above ten, but by too little to settle the question: an unknown prefactor in $\Delta$ changes the inferred $S$, and $S$ stands in an exponent.

## Solution on a grid

**Discretization.** Place points $x_i$ at spacing $d$. Adding the Taylor series of $\psi(x+d)$ and $\psi(x-d)$ cancels the odd derivatives:

$$\frac{\psi_{i+1}-2\psi_i+\psi_{i-1}}{d^2}=\psi''_i+\frac{d^2}{12}\psi''''_i+\dots$$

Dropping the term in $d^2$ turns the Schrödinger equation into

$$-\frac{B}{d^2}\psi_{i-1}+\left(\frac{2B}{d^2}+V(x_i)\right)\psi_i-\frac{B}{d^2}\psi_{i+1}=E\psi_i .$$

This is a symmetric tridiagonal eigenvalue problem. Here $\psi$ is set to zero at $x=\pm1$ Å, and $d=0.001$ Å.

**Why two data suffice.** With $q=x/x_0$, and with the distant walls ignored,

$$\frac{H}{V_0}=-\beta\frac{d^2}{dq^2}+(q^2-1)^2,\qquad \beta=\frac{B}{V_0x_0^2}.$$

The ratio of the two input energies depends on $\beta$ alone. Once $\beta$ is found, either energy sets the scale $V_0$, and $x_0$ follows from $\beta$. Solving the two conditions numerically, with $B_H=6.7794$ cm$^{-1}$ Å$^2$, gives

$$V_0=1917\ \text{cm}^{-1},\qquad x_0=0.412\ \text{Å}.$$

The four lowest NH$_3$ levels, measured from the bottom of the wells, are 531.039, 531.839, 1458.674 and 1504.205 cm$^{-1}$. They reproduce the inputs:

$$531.839-531.039=0.800,$$

$$\tfrac12(1458.674+1504.205)-\tfrac12(531.039+531.839)=950.0 .$$

All four lie below the barrier top. The decimals serve the subtraction; they are not a claim about the accuracy of the model.

**Deuteration.** Keep $V_0$ and $x_0$, and replace $B_H$ by $B_D=3.9938$ cm$^{-1}$ Å$^2$. The lowest levels become 412.130 and 412.174 cm$^{-1}$, and the splittings are

$$\Delta_H=0.8000\ \text{cm}^{-1}\ (23.98\ \text{GHz}),\qquad \Delta_D=0.04412\ \text{cm}^{-1}\ (1.323\ \text{GHz}).$$

Hence

$$R=\frac{\Delta_H}{\Delta_D}=\frac{0.8000}{0.04412}=18.1>10 .$$

This is the required result for the model.

A small difference of large eigenvalues needs a check. Diagonalization in a harmonic-oscillator basis, which uses no grid, gives 0.79998 and 0.044121 cm$^{-1}$. On coarser grids, halving the spacing reduces the error of the NH$_3$ splitting by a factor 3.996, close to the factor four expected from an error of order $d^2$.

The splitting also sets a time scale. The lowest doublet can be combined into a state localized in one well, which is a superposition of the two lowest states with equal weights. Their relative phase changes by $\pi$ in the time $h/(2\Delta)$, with $\Delta$ as an energy, and the molecule is then found in the other well. With the frequencies above, this takes about 21 ps in NH$_3$ and 378 ps in ND$_3$.

## Comparison: where the estimate loses its factor

The scaling estimate gave 11 and the grid gives 18. The prefactor of $\Delta$ explains the difference, and for this potential it can be derived in closed form.

**Splitting from the barrier top.** Since $V$ is even, the lowest state $\psi_s$ is even and the next, $\psi_a$, is odd. They obey

$$-B\psi_s''+V\psi_s=E_0\psi_s,\qquad -B\psi_a''+V\psi_a=E_1\psi_a .$$

Multiply the second equation by $\psi_s$ and the first by $\psi_a$, then subtract:

$$-B(\psi_s\psi_a''-\psi_a\psi_s'')=\Delta\,\psi_s\psi_a .$$

The bracket is the derivative of $\psi_s\psi_a'-\psi_a\psi_s'$. Integrate from 0 to $\infty$. The upper limit contributes nothing, and at the lower limit $\psi_a(0)=0$. Therefore

$$\Delta\int_0^\infty\psi_s\psi_a\,dx=B\,\psi_s(0)\,\psi_a'(0).$$

No approximation has been made. Evaluated with the grid wavefunctions, this identity returns 0.80000 cm$^{-1}$ for NH$_3$, with an overlap integral of 0.49992. The splitting is thus fixed by the small part of the wavefunction at the planar geometry.

**The localized state.** Let $\varphi=(\psi_s+\psi_a)/\sqrt2$, with signs chosen so that $\varphi$ sits in the right-hand well. At the origin $\psi_s(0)=\sqrt2\,\varphi(0)$ and $\psi_a'(0)=\sqrt2\,\varphi'(0)$. Setting the overlap to $1/2$ gives

$$\Delta\approx4B\,\varphi(0)\,\varphi'(0).$$

Near $x_0$ the potential is $4V_0(x-x_0)^2/x_0^2$. Equating this to $\tfrac12\mu\omega^2(x-x_0)^2$ gives

$$\omega^2=\frac{8V_0}{\mu x_0^2},\qquad \sqrt{2\mu V_0}=\frac{\mu\omega x_0}{2},\qquad \hbar\omega=\frac{4\sqrt{V_0B}}{x_0}.$$

Write $\varphi=A\,e^{-W/\hbar}$ and take the energy as $\hbar\omega/2$. The second derivative is

$$\varphi''=\left(A''-\frac{2A'W'+AW''}{\hbar}+\frac{AW'^2}{\hbar^2}\right)e^{-W/\hbar}.$$

Insert this in the Schrödinger equation and sort by powers of $\hbar$. The two lowest orders are

$$W'^2=2\mu V,\qquad 2A'W'+AW''=\mu\omega A,$$

and the term with $A''$ is dropped. Under the barrier $W$ must grow towards the left, so for $-1<q<1$

$$W'=-\frac{\mu\omega x_0}{2}(1-q^2),\qquad W''=\mu\omega q .$$

The second equation then becomes

$$\frac{A'}{A}=\frac{\mu\omega(1-q)}{2W'}=-\frac{1}{x_0(1+q)}\quad\Rightarrow\quad A=\frac{2C}{1+q}.$$

The constant is fixed at the right-hand minimum. There $1-q^2\approx2(1-q)$, so $W\approx\tfrac12\mu\omega(x-x_0)^2$, and $\varphi$ becomes the oscillator ground state, whose normalization is $C=(\mu\omega/\pi\hbar)^{1/4}$. The amplitude diverges at $q=-1$, so the form fails near the left-hand minimum, but it is needed at $q=0$.

At the origin $A=2C$, and

$$W(0)=\frac{\mu\omega x_0^2}{2}\int_0^1(1-q^2)\,dq=\frac{\mu\omega x_0^2}{3}.$$

The action across the whole barrier is twice this:

$$S=\frac{2W(0)}{\hbar}=\frac{2\mu\omega x_0^2}{3\hbar}=\frac43x_0\sqrt{\frac{V_0}{B}} .$$

For the slope, $\varphi'(0)\approx-W'(0)\varphi(0)/\hbar=(\mu\omega x_0/2\hbar)\,\varphi(0)$. The dropped part, $A'/A=-1/x_0$, is smaller by the factor $2\hbar/(\mu\omega x_0^2)=4/(3S)$.

**The law.** Put the pieces together, with $4B=2\hbar^2/\mu$:

$$\Delta\approx\frac{2\hbar^2}{\mu}\,\frac{\mu\omega x_0}{2\hbar}\,4C^2e^{-S}=4\hbar\omega\,x_0\sqrt{\frac{\mu\omega}{\pi\hbar}}\,e^{-S}.$$

Since $\mu\omega x_0^2/\hbar=3S/2$,

$$\Delta\approx2\hbar\omega\sqrt{\frac{6S}{\pi}}\;e^{-S}.$$

For NH$_3$, $\hbar\omega=1106.9$ cm$^{-1}$ and $S_H=9.237$, so

$$\Delta_H\approx2\times1106.9\times4.20\times e^{-9.237}=0.905\ \text{cm}^{-1}.$$

This is 13% above the grid value. For ND$_3$, $S_D=12.035$ gives 0.0483 cm$^{-1}$, about 10% too high. The neglected terms should fall as $1/S$. Varying the mass at fixed potential tests this: relative to the law, the numerical splitting is low by 13.7%, 8.7% and 6.4% at $S=8$, 12 and 16. The products of deviation and $S$ are 1.09, 1.05 and 1.03, nearly constant as expected.

**The ratio.** The prefactor $\omega\sqrt S$ scales as $\mu^{-1/2}\mu^{1/4}=\mu^{-1/4}$. Therefore

$$R\approx\rho^{1/4}\,e^{S_H(\sqrt\rho-1)}=1.141\times16.41=18.7 .$$

The errors of the two splittings largely cancel, which leaves the ratio 3% above the grid result. The exponential carries nearly all of the reduction.

The fault of the first estimate is now visible. It read $S=7.08$ from the observed splitting by setting the prefactor to one. In fact $2\sqrt{6S/\pi}=8.4$ for NH$_3$. A larger prefactor requires a larger action to give the same 0.8 cm$^{-1}$, and the action is what the mass acts on. The exponential factor rises from 8.5 to 16.4, while the mass dependence of the prefactor weakens from 1.30 to 1.14.

**When the reduction is less than tenfold.** In the leading-order law, $R>10$ requires

$$S_H>\frac{\ln(10/1.141)}{0.3029}\approx7.2 .$$

A barrier that is sufficiently low or narrow fails this condition. In the opposite limit, $\beta\gg1$, the barrier is negligible and $V\approx V_0x^4/x_0^4$. Choose a length $L$ at which kinetic and potential energy are comparable, $B/L^2=V_0L^4/x_0^4$. Then $L^6\propto B$, and all energies scale as $B/L^2\propto B^{2/3}$. Deuteration would then reduce $E_1-E_0$ by $\rho^{2/3}=1.42$. The large isotope effect belongs to the tunnelling regime.

The second doublet lies closer to the barrier top. Its splitting falls from 45.5 to 4.15 cm$^{-1}$, a factor of 11. The ground-state law above does not apply to it.

## How far the model can be trusted

Each simplification below is changed separately. Where the change affects the NH$_3$ fit, $V_0$ and $x_0$ are refitted before the mass is changed.

**Rough inputs.** Refits at the four corners of the ranges 0.7–0.9 cm$^{-1}$ and 900–1000 cm$^{-1}$ give ratios from 17.2 to 19.2.

**Barrier shape.** Consider the family

$$V=V_0\,\frac{e^{-bq^2}-e^{-b}+b\,e^{-b}(q^2-1)}{1-(1+b)e^{-b}} .$$

It has minima at $q=\pm1$ and barrier $V_0$. To see that it contains the quartic, take $e^{-b}$ out of the numerator and expand for small $b$: the numerator tends to $b^2(q^2-1)^2/2$ and the denominator to $b^2/2$. For $b=1$, a parabola plus a Gaussian, the refit gives $V_0=2156$ cm$^{-1}$ and $R=16.2$. For $b=-0.5$ it gives 1850 cm$^{-1}$ and $R=19.2$.

**Rigid bonds.** If the N–H length $r$ is fixed, the H atoms also move sideways. Their distance from the axis is $\sqrt{r^2-x^2}$, which changes at the rate $-x\dot x/\sqrt{r^2-x^2}$. The mass becomes

$$\mu(x)=\frac{3mM}{3m+M}+\frac{3mx^2}{r^2-x^2}.$$

Define $s$ by $ds=\sqrt{\mu(x)/\mu(0)}\,dx$. Then $T=\tfrac12\mu(0)\dot s^2$, and the natural kinetic operator is $-B\,d^2/ds^2$. With a rough $r=1.0$ Å, the refit has $x_0=0.390$ Å and gives $R=18.6$.

**Zero-point energy of the other five modes.** These modes have different frequencies in the planar and pyramidal forms, which adds to the effective barrier. Harmonic frequencies at the RHF/6-31G** level give an addition of about 195 cm$^{-1}$ for NH$_3$ and 159 cm$^{-1}$ for ND$_3$. The fit to NH$_3$ already contains the first value, so the effective barrier of ND$_3$ should be lower by about 36 cm$^{-1}$. The effect depends on how the shift varies along $x$. If it only rescales $V_0$, and so varies as $(1-q^2)^2$, it raises $\Delta_D$ to 0.0486 cm$^{-1}$ and lowers $R$ to 16.4. Bringing $R$ down to ten would then take a drop of 213 cm$^{-1}$, six times the estimated one. At half the pyramid height the Hartree–Fock frequencies already show about 0.9 of the full drop. A shift varying as $1-q^2$ gives 0.75 there and $(1-q^2)^2$ gives 0.56, so the former agrees better, although neither matches. The form $1-q^2$ acts more strongly. Continued beyond the minima, where it changes sign, it gives $R=15.5$, and a drop of 139 cm$^{-1}$, about four times the estimated one, would bring $R$ to ten. If the shift is instead set to zero for $|q|>1$, these values become 16.0 and 168 cm$^{-1}$. The values quoted below for this form use the continued version. Hartree–Fock theory omits electron correlation, the frequencies are harmonic, and they were computed in one small basis without a convergence test, so the shift is only an estimate of size. It also depends on how the inversion is separated from the other modes. The values above leave out the lowest normal mode of the pyramid. If the motion along $x$ is removed there instead, the additions become 286 and 236 cm$^{-1}$, the drop becomes 50 cm$^{-1}$, and the form $1-q^2$ gives $R=14.6$.

The same calculation, with spherical d functions, gives a barrier of 1917 cm$^{-1}$ and a pyramid height of 0.363 Å, neither of which entered the fit. Cartesian d functions, the usual convention for this basis, raise the barrier by about 10 cm$^{-1}$ at the same geometries. The agreement of the barriers to the last digit is accidental. The fitted value includes zero-point energy and moves by hundreds of cm$^{-1}$ with the assumed shape. The computed value is not converged with respect to the basis: in the larger 6-311++G** basis, which includes diffuse functions, the barrier falls by about 300 cm$^{-1}$ to 1620 cm$^{-1}$, and the height becomes about 0.35 Å. The fitted $x_0$ is 13% larger than the height in the smaller basis and 17% larger than that in the larger one.

**The real molecule.** The measured ND$_3$ splitting is roughly 0.05 cm$^{-1}$, and the measured ratio is roughly 15. The model's 0.044 cm$^{-1}$ and 18 are therefore on the correct scale, with the isotope effect somewhat too large. The measured splitting of the second NH$_3$ doublet is roughly 36 cm$^{-1}$, between the model values 45.5 for the quartic and 27.6 for $b=1$. This favours a shape between the two: a refit with $b\approx0.51$ reproduces 36 cm$^{-1}$ and gives a ratio of 17.1. Adding the zero-point drop of 36 cm$^{-1}$ to this shape lowers the ratio further, to 15.7 if the shift varies as $(1-q^2)^2$ and to 14.7 if it varies as $1-q^2$. With the larger drop of 50 cm$^{-1}$, the second form gives 13.8. Rotation–inversion coupling and the full coupling between modes are also left out.

At 300 K, $k_BT$ corresponds to 208.5 cm$^{-1}$. In the model, and with rotation ignored, the second doublet has a population of about 1.1% of the ground doublet in NH$_3$ and 2.6% in ND$_3$. Within this one-dimensional model, heating would leave $\Delta$ unchanged and only add weak lines from excited levels, mainly from the second doublet with its larger splitting. In a real gas it also populates many rotational levels. Rotation changes the effective barrier, so each of these levels has a somewhat different inversion splitting, and the spectrum consists of many lines around the value for the non-rotating molecule.

Each of the variations computed here, alone or in the combinations above, leaves the ratio between 13 and 20. The tenfold reduction therefore does not hinge on the quartic form or on the precise inputs. The numerical output lists the model's values with further digits.

## Values computed for the example and the checks

```
input ground splitting NH3 (rough): 0.8 cm^-1
input doublet distance NH3 (rough): 950 cm^-1
masses H, D, N: 1.00783, 2.01410, 14.003 u
inversion mass NH3, ND3: 2.4866, 4.2210 u
mass ratio rho: 1.6975; its square root: 1.3029
B for NH3, ND3: 6.7794, 3.9938 cm^-1 angstrom^2
grid: walls at +-1 angstrom, spacing 0.001 angstrom
fitted barrier V0: 1917.1 cm^-1
fitted minimum x0: 0.4120 angstrom
NH3 levels (cm^-1): 531.039 531.839 1458.674 1504.205
ND3 levels (cm^-1): 412.130 412.174 1174.858 1179.003
ground splitting NH3: 0.8000 cm^-1 = 23.98 GHz
ground splitting ND3: 0.04412 cm^-1 = 1.323 GHz
RATIO of splittings NH3/ND3: 18.13
doublet distance ND3: 764.8 cm^-1
upper splitting NH3, ND3: 45.53, 4.15 cm^-1
oscillator basis splittings: 0.79998, 0.044121 cm^-1
grid error ratio on halving the spacing: 3.996
splitting NH3 from barrier-top identity: 0.80000 cm^-1
half-line overlap of the doublet: 0.49992
hbar omega NH3, ND3: 1106.9, 849.6 cm^-1
action S NH3, ND3: 9.237, 12.035
semiclassical splittings: 0.9051, 0.04833 cm^-1
law error at S = 8, 12, 16 (%): -13.66 -8.73 -6.44
semiclassical ratio: 1.141 (prefactor) x 16.41 (exponential) = 18.73
ratio over input corners: 17.15 to 19.24
shape b=-0.5: V0 1850 cm^-1, x0 0.422 angstrom, upper splitting 55.0 cm^-1, ratio 19.17
shape b=1.0: V0 2156 cm^-1, x0 0.385 angstrom, upper splitting 27.6 cm^-1, ratio 16.18
rigid bonds, length 1.0 angstrom (rough): V0 1989 cm^-1, x0 0.390 angstrom, ratio 18.64
RHF/6-31G** barrier: 1917 cm^-1
RHF/6-31G** pyramid height: 0.363 angstrom
zero-point change of barrier NH3, ND3: 194.5, 158.9 cm^-1
barrier shift of ND3 relative to NH3: -35.7 cm^-1
ND3 splitting with that shift: 0.04864 cm^-1
ratio with that shift: 16.45
ND3 barrier drop that would give ratio 10: 213 cm^-1
kT at 300 K: 208.5 cm^-1
upper/ground doublet population at 300 K, NH3, ND3: 1.05, 2.55 %
```
